\section*{Oxygen-Pressure Laws for Ions, Electrons and Holes in Acceptor-Doped Oxides, part 2}

A model oxide with a fixed density $A$ of ionized acceptors, each of relative charge $-e$, is in equilibrium with oxygen gas at fixed temperature $T$. The question is how its defect densities depend on $P$, the oxygen pressure divided by 1 bar. Removing an oxygen atom leaves a vacancy of charge $+2e$ and two electrons. Oxygen interstitials, cation defects, carrier trapping and vacancy–acceptor binding are left out.

The densities of vacancies, electrons and holes are $V$, $n$ and $p$, in cm$^{-3}$; $N_{\rm O}$ is the density of oxygen sites. The Fermi level $\mu$ is measured from the bottom of the conduction band, and $E_g$ is the gap. $G$ is the free energy to remove an oxygen ion from a given site, put the oxygen into the gas as half a molecule at 1 bar, and leave two electrons at the conduction-band bottom. Site occupation obeys
\begin{equation}
\frac{V}{N_{\rm O}-V}=P^{-1/2}\exp\left(-\frac{G+2\mu}{kT}\right).
\label{site}
\end{equation}
For nondegenerate carriers, $n=N_c\,e^{\mu/kT}$ and
\begin{equation}
np=K_i,\qquad K_i=N_cN_v\,e^{-E_g/kT},
\label{pair}
\end{equation}
where $N_c$ and $N_v$ are the band densities. If also $V\ll N_{\rm O}$, the law of mass action is
\begin{equation}
Vn^2P^{1/2}=K,\qquad K=N_{\rm O}N_c^2\,e^{-G/kT}.
\label{mass}
\end{equation}
Neutrality requires
\begin{equation}
2V+p=A+n .
\label{neutral}
\end{equation}
The full solution keeps the Fermi occupation in both bands and the factor $N_{\rm O}-V$ in \eqref{site}, and finds $\mu$ from \eqref{neutral}.

The example has $T=1200$ K, $kT=0.10341$ eV, $A=10^{20}$ cm$^{-3}$, $N_{\rm O}=5\times10^{22}$ cm$^{-3}$, $E_g=3.0$ eV, $G=4.4$ eV and free-electron masses in both bands. Then $N_c=N_v=2.0075\times10^{20}$ cm$^{-3}$, $K_i=1.0136\times10^{28}$ cm$^{-6}$ and $K=6.685\times10^{44}$ cm$^{-9}$.

\section{Limits of the laws and the resulting conductivity}

The second half uses the following symbols and results. $V$, $n$, $p$ and $A$ are the densities of doubly positive oxygen vacancies, electrons, holes and singly negative acceptors, and $P$ is the oxygen pressure divided by 1 bar. At fixed temperature, for dilute vacancies and nondegenerate carriers,
\begin{equation}
Vn^2P^{1/2}=K,\qquad np=K_i,\qquad 2V+p=A+n .
\label{three}
\end{equation}
If $n$ and $p$ are much smaller than $A$, these give
\begin{equation}
V=\frac A2,\qquad n=n_1P^{-1/4},\qquad p=p_1P^{1/4},
\label{laws}
\end{equation}
where $n_1=(2K/A)^{1/2}$ and $p_1=K_i/n_1$ are the limiting densities at 1 bar. In the example, at 1200 K with $A=10^{20}$ cm$^{-3}$, $n_1=3.6565\times10^{12}$ cm$^{-3}$ and $p_1=2.7721\times10^{15}$ cm$^{-3}$.

The range of these laws can be found without further approximation of \eqref{three}, by using $n$ instead of $P$ as the independent variable. Neutrality with $p=K_i/n$, followed by the mass-action law solved for $P$, gives
\begin{equation}
V=\frac12\left(A+n-\frac{K_i}{n}\right),\qquad
P=\frac{K^2}{V^2n^4}.
\label{parametric}
\end{equation}
Values of $n$ that make $V$ positive are admissible. Over this range $V$ grows with $n$, so $P$ falls steadily, and each pressure belongs to one electron density.

To obtain the local power law, take the logarithm of the second relation,
\begin{equation}
\ln P=2\ln K-2\ln V-4\ln n ,
\end{equation}
and differentiate with respect to $\ln n$. From the first relation,
\begin{equation}
\frac{dV}{d\ln n}=n\frac{dV}{dn}
=\frac n2\left(1+\frac{K_i}{n^2}\right)=\frac{n+p}{2}.
\end{equation}
With the abbreviation $s=(n+p)/V$ this means $d\ln V/d\ln n=s/2$, and therefore
\begin{equation}
\frac{d\ln P}{d\ln n}=-2\cdot\frac s2-4=-(4+s).
\end{equation}
Inverting this, and using $d\ln p=-d\ln n$ because $np$ is constant, one finds
\begin{equation}
\frac{d\ln n}{d\ln P}=-\frac1{4+s},\qquad
\frac{d\ln p}{d\ln P}=+\frac1{4+s}.
\label{exponents}
\end{equation}
The exponent of the vacancy density is the product of $s/2$ and the exponent of $n$,
\begin{equation}
\frac{d\ln V}{d\ln P}=-\frac{s}{2(4+s)} .
\label{vexponent}
\end{equation}

The quantity $s$ compares the carriers with the vacancies. When it is small, the exponents are $-\tfrac14$, $+\tfrac14$ and zero. The first correction follows from $1/(4+s)\simeq\tfrac14-s/16$, so the carrier exponents shrink in magnitude as the carriers become more numerous. At $10^{-20}$ bar the full solution, which keeps Fermi statistics and site exclusion, has $n=3.646\times10^{17}$ cm$^{-3}$, $V=5.018\times10^{19}$ cm$^{-3}$ and negligible $p$. Thus $s=0.0073$, and the formulas predict exponents of $-0.0009$ for $V$ and $+0.2495$ for $p$, as found numerically. For $n$ they predict $-0.2495$, while the numerical value is $-0.2494$.

This last difference comes from the Fermi occupation. To the next order in $z=e^{\mu/kT}$, the occupation of a state at energy $E$ is $ze^{-E/kT}-z^2e^{-2E/kT}$. The second exponential falls twice as fast, and its integral with $\sqrt E$ is smaller by the factor $2^{-3/2}$. Hence
\begin{equation}
n\simeq N_c\left(z-2^{-3/2}z^2\right),\qquad
\frac{d\ln n}{d\ln z}\simeq1-\delta,\qquad \delta=2^{-3/2}z .
\end{equation}
In the mass-action law it is $N_cz$, not $n$, that appears squared. The term $-4\ln n$ in $\ln P$ becomes $-4\ln z$, apart from constants, and its derivative with respect to $\ln n$ is $-4/(1-\delta)\simeq-4(1+\delta)$. The electron exponent is then $-1/[4(1+\delta)+s]$. Here $z\simeq n/N_c=0.0018$ and $\delta=0.0006$, which gives $-0.2494$.

The opposite case shows what the dopant does. Under strong reduction of a weakly doped crystal, $n$ is much larger than both $A$ and $p$. Neutrality then reads $2V=n$, so $s=2$ and the electron exponent is $-\tfrac16$. The same follows directly from the mass-action law, since $\tfrac12n^3P^{1/2}=K$ gives
\begin{equation}
n=(2K)^{1/3}P^{-1/6}.
\end{equation}
The reaction with the gas is unchanged, but the vacancies now have to grow together with the electrons, which makes each further removal of oxygen harder. With $A$ reduced to $10^{15}$ cm$^{-3}$ and all other material parameters unchanged, the full solution at $10^{-18}$ bar gives $n=1.100\times10^{18}$ cm$^{-3}$, $V=5.50\times10^{17}$ cm$^{-3}$ and an exponent of $-0.1665$. The difference from $-0.1667$ is again the effect of Fermi statistics: $z\simeq0.0055$ gives $\delta=0.0019$ and, with $s=1.998$, an exponent of $-1/6.006$. Within this model, the quarter powers thus require that the dopant, and not the reduction reaction, set the number of vacancies.

At the other end, for $A\gg\sqrt{K_i}$, $p$ approaches $A$ and compensates the acceptors in place of the vacancies. Then $V$ becomes small, $s$ grows without limit, and \eqref{exponents} and \eqref{vexponent} give carrier exponents that tend to zero and a vacancy exponent that tends to $-\tfrac12$. In this limit the carriers are fixed by the dopant and the vacancies follow the gas, the reverse of the situation in \eqref{laws}.

The pressures between which \eqref{laws} holds can be estimated by allowing each carrier density to reach a small fraction $\epsilon$ of $A$. Setting $n_1P^{-1/4}=\epsilon A$ gives the lower edge, and setting $p_1P^{1/4}=\epsilon A$ gives the upper one:
\begin{equation}
P_{\rm low}=\left(\frac{n_1}{\epsilon A}\right)^4,\qquad
P_{\rm high}=\left(\frac{\epsilon A}{p_1}\right)^4 .
\end{equation}
Their ratio follows from $n_1p_1=K_i$,
\begin{equation}
\frac{P_{\rm high}}{P_{\rm low}}
=\frac{(\epsilon A)^8}{(n_1p_1)^4}
=\left(\frac{\epsilon A}{\sqrt{K_i}}\right)^8 .
\end{equation}
The window is wide if $\epsilon A$ is well above $\sqrt{K_i}$, the density at which electrons and holes are equal. For $\epsilon=0.01$ the example gives
\begin{equation}
P_{\rm low}=(3.6565\times10^{-6})^4=1.8\times10^{-22},
\end{equation}
while $P_{\rm high}$ is about $1.7\times10^{10}$. The upper value is formal, since no gas is ideal at such a pressure; it says that holes do not end the plateau at realizable pressures in this model. At either edge $s\simeq2\epsilon=0.02$, for which \eqref{exponents}, without the small Fermi correction, gives carrier exponents of magnitude 0.249.

The conductivity follows by weighting each density with its charge and its mobility, the drift speed per unit field. Let $u_V$, $u_n$ and $u_p$ be the mobilities of vacancies, electrons and holes, assumed independent of pressure. A vacancy carries $2e$, so
\begin{equation}
\sigma_{\rm ion}=2eu_VV=eu_VA,\qquad
\sigma_n=eu_nn,\qquad \sigma_p=eu_pp .
\label{sigmas}
\end{equation}
In the ionic part the factor 2 from the charge cancels the factor $\tfrac12$ from $V=A/2$. All three parts are positive, because positive and negative carriers drift in opposite directions and their currents add. Within the window, the ionic conductivity is independent of pressure to leading order, while $\sigma_n$ and $\sigma_p$ follow $P^{-1/4}$ and $P^{1/4}$.

With $u_V=10^{-4}$, $u_n=1$ and $u_p=0.5$ cm$^2$/(V\,s), the plateau is
\begin{equation}
\sigma_{\rm ion}=1.602\times10^{-19}\times10^{-4}\times10^{20}\ {\rm S/cm}
=1.60\times10^{-3}\ {\rm S/cm},
\end{equation}
or 0.160 S/m. The electronic mobilities are illustrative. With the free-electron mass they would imply mean free paths of about 1 \AA, shorter than the spacing of the ions, and in real oxides values this low usually indicate hopping of localized carriers. Dilute hopping carriers still obey $n\propto e^{\mu/kT}$ and $p\propto e^{-\mu/kT}$, so the exponents are unchanged, but $N_c$ and $N_v$, and with them $K$ and $K_i$, would take other values. A constant ionic part does not make the total constant. At $10^{-20}$ bar $\sigma_n$ is $5.84\times10^{-2}$ S/cm, and ions carry less than 3 percent of the current, although $\sigma_{\rm ion}$ has hardly changed. The mobile electrons dominate although there are fewer than one for every hundred vacancies.

To find where the electronic part is smallest, write $y=P^{1/4}$, $a_n=eu_nn_1$ and $a_p=eu_pp_1$. Then
\begin{equation}
\sigma_n+\sigma_p=\frac{a_n}{y}+a_py,\qquad
\frac{d}{dy}(\sigma_n+\sigma_p)=-\frac{a_n}{y^2}+a_p .
\end{equation}
The derivative is negative for small $y$, positive for large $y$, and vanishes at $y^2=a_n/a_p$. Since $P=y^4$, the minimum lies at
\begin{equation}
P_{\rm min}=\left(\frac{u_nn_1}{u_pp_1}\right)^2
=P_i\left(\frac{u_n}{u_p}\right)^2,\qquad
P_i=\left(\frac{n_1}{p_1}\right)^2=\left(\frac{2K}{AK_i}\right)^2 .
\end{equation}
Here $P_i$ is the pressure at which $n=p$. The two pressures differ if the mobilities do. In the example $P_i=1.74\times10^{-6}$, and the mobility ratio of 2 moves the minimum to $P_{\rm min}=6.96\times10^{-6}$. At the minimum both terms equal $\sqrt{a_na_p}$, so
\begin{equation}
(\sigma_n+\sigma_p)_{\rm min}=2\sqrt{a_na_p}=2e\sqrt{u_nu_pK_i}.
\end{equation}
The doping has cancelled, since it enters $n_1$ and $p_1$ inversely. In this model, with mobilities that do not depend on the doping, more acceptors move the minimum to lower pressure without changing its depth. The shift goes as $A^{-2}$ as long as \eqref{laws} holds at the minimum, that is for $\sqrt{K_i}\ll A\ll N_{\rm O}$. The value here is $2.28\times10^{-5}$ S/cm.

The fraction of the current carried by ions is $t=\sigma_{\rm ion}/(\sigma_{\rm ion}+\sigma_n+\sigma_p)$. It is largest at $P_{\rm min}$, where it reaches 0.986. Demanding $t\ge t_0$ is the same as demanding
\begin{equation}
\frac{a_n}{y}+a_py\le c,\qquad
c=\sigma_{\rm ion}\left(\frac1{t_0}-1\right).
\end{equation}
Multiplication by the positive number $y$ gives $a_py^2-cy+a_n\le0$. This holds between the two roots
\begin{equation}
y_\pm=\frac{c\pm\sqrt{c^2-4a_na_p}}{2a_p},
\end{equation}
which are real if $c$ is at least the minimum electronic conductivity. For $t_0=0.9$, $c=\sigma_{\rm ion}/9=1.780\times10^{-4}$ S/cm, and the other coefficients are $a_n=5.858\times10^{-7}$ and $a_p=2.221\times10^{-4}$ S/cm. The roots are $y_-=0.00330$ and $y_+=0.798$. Their fourth powers give a range from $1.2\times10^{-10}$ to 0.41 bar. This range, in which the total conductivity varies by less than 10 percent, is much narrower than the window in which the ionic part is flat. The position and depth of the electronic minimum and both ends of this range were tested against the full solution; the values at individual pressures are in the numerical output.

Some of the neglected processes would change the plateau without changing the exponents. Suppose that oxygen interstitials of charge $-2e$ and density $I$ form by displacement of oxide ions within the crystal. This exchanges nothing with the gas or the bands, so for dilute defects $VI=K_F$ with $K_F$ independent of $P$. Neutrality with negligible $n$ and $p$ becomes $2V=A+2K_F/V$. Multiplying by $V$ gives $2V^2-AV-2K_F=0$, whose positive root is
\begin{equation}
V=\frac{A+\sqrt{A^2+16K_F}}4 .
\end{equation}
This is still independent of pressure, so $n$ and $p$ keep their quarter powers, but $V=A/2$ requires $16K_F\ll A^2$. Mobile interstitials would add a constant ionic term of their own. Holes trapped by acceptors act differently: they make the density of charged acceptors depend on $p$, and hence on $P$. The quarter powers then need the trapped fraction to be small as well. Electrons trapped by vacancies do the same at low pressure, because singly charged vacancies then carry part of the compensating charge. In the example the Fermi level lies about 1.16 eV above the valence band at 1 bar and about 0.65 eV below the conduction band at $10^{-20}$ bar. An acceptor or vacancy level within a few $kT$ of these positions would narrow the window found above. Finally, the mass-action law and the pressure dependences derived from it assume that the crystal has time to exchange oxygen with the gas. If that exchange is frozen, $P$ no longer determines the defect densities, although neutrality still holds, and so does $np=K_i$ as long as electrons and holes remain in equilibrium with each other.

\section*{Computed values}
\begin{verbatim}
Temperature: 1200 K; kT = 0.10341 eV
Acceptor density A: 1.000e+20 cm^-3
Oxygen site density: 5.000e+22 cm^-3
Band gap: 3.00 eV; reduction G: 4.40 eV
Mobilities uV, un, up: 1.0e-04, 1.00, 0.50 cm^2/(V s)
Band density Nc = Nv: 2.0075e+20 cm^-3
Ki: 1.0136e+28 cm^-6; sqrt(Ki): 1.0068e+14 cm^-3
K (P relative to 1 bar): 6.6851e+44 cm^-9
Limiting V: 5.0000e+19 cm^-3
Limiting n at 1 bar: 3.6565e+12 cm^-3
Limiting p at 1 bar: 2.7721e+15 cm^-3
Limiting ionic conductivity: 1.6022e-03 S/cm
P = 1e-20 bar, full V, n, p: 5.0182e+19, 3.6457e+17, 2.7785e+10 cm^-3
  limiting n, p: 3.6565e+17, 2.7721e+10 cm^-3
  exponents of V, n, p: -0.00091, -0.24939, 0.24955 (no unit)
  sigma ion, n, p: 1.6080e-03, 5.8411e-02, 2.2259e-09 S/cm
  ionic transference number: 0.0268 (no unit)
P = 1e-15 bar, full V, n, p: 5.0010e+19, 2.0549e+16, 4.9326e+11 cm^-3
  limiting n, p: 2.0562e+16, 4.9296e+11 cm^-3
  exponents of V, n, p: -0.00005, -0.24997, 0.24997 (no unit)
  sigma ion, n, p: 1.6025e-03, 3.2923e-03, 3.9514e-08 S/cm
  ionic transference number: 0.3274 (no unit)
P = 1e-10 bar, full V, n, p: 5.0001e+19, 1.1557e+15, 8.7706e+12 cm^-3
  limiting n, p: 1.1563e+15, 8.7662e+12 cm^-3
  exponents of V, n, p: -0.00000, -0.25000, 0.25000 (no unit)
  sigma ion, n, p: 1.6022e-03, 1.8516e-04, 7.0260e-07 S/cm
  ionic transference number: 0.8961 (no unit)
P = 1e-05 bar, full V, n, p: 5.0000e+19, 6.4991e+13, 1.5596e+14 cm^-3
  limiting n, p: 6.5023e+13, 1.5589e+14 cm^-3
  exponents of V, n, p: -0.00000, -0.25000, 0.25000 (no unit)
  sigma ion, n, p: 1.6022e-03, 1.0413e-05, 1.2494e-05 S/cm
  ionic transference number: 0.9859 (no unit)
P = 1e+00 bar, full V, n, p: 4.9999e+19, 3.6547e+12, 2.7734e+15 cm^-3
  limiting n, p: 3.6565e+12, 2.7721e+15 cm^-3
  exponents of V, n, p: -0.00001, -0.25000, 0.25000 (no unit)
  sigma ion, n, p: 1.6021e-03, 5.8556e-07, 2.2218e-04 S/cm
  ionic transference number: 0.8779 (no unit)
Weak doping: A = 1.0e+15 cm^-3, P = 1.0e-18 bar
  V, n: 5.5045e+17, 1.0999e+18 cm^-3
  electron exponent: -0.16650 (no unit)
Fourfold A, ratios of V, n, p: 4.0000, 0.4993, 2.0030
Window fraction epsilon: 0.01 (no unit)
Window edges: 1.788e-22 and 1.693e+10 bar (upper is formal)
Equal n and p at: 1.7399e-06 bar
Minimum electronic conductivity at: 6.9595e-06 bar
Minimum electronic conductivity: 2.2812e-05 S/cm
Largest ionic transference number: 0.9860 (no unit)
Ionic transference 0.90 at: 1.192e-10 and 4.062e-01 bar
\end{verbatim}
